# Two-level truncation of a cavity-coupled double well in two gauges

When the barrier of a symmetric double well is high enough, an electron in it has two lowest levels split only by tunnelling, while the next levels lie far above. If a cavity mode is tuned to the tunnelling splitting, it seems safe to keep just those two levels. In dipole gauge this works well up to the strong couplings tabulated below. In Coulomb gauge the same projection gives wrong transition energies, although the two untruncated Hamiltonians are unitarily equivalent. The cause is that a large energy gap suppresses the effect of high levels when they couple through position, but not when they couple through momentum.

## The model and its two gauges

Hartree atomic units are used. The particle has unit mass and moves in

\[
V(x)=B\left(\frac{x^2}{a_0^2}-1\right)^2,\qquad H_0=\frac{p^2}{2}+V(x),
\]

where \(a_0\) is half the distance between the minima and \(B\) the barrier height. One lossless mode of frequency \(\omega\) has a field uniform over the well. Charge and mode amplitude are combined in \(\kappa\), and \(X=a+a^\dagger\). Without the zero-point energy, the Coulomb-gauge Hamiltonian is

\[
H_C=\tfrac12(p-\kappa X)^2+V+\omega a^\dagger a
=H_0-\kappa pX+\tfrac12\kappa^2X^2+\omega a^\dagger a .
\]

Let \(U=e^{i\kappa xX}\). Since \(p=-i\,d/dx\), \(U^\dagger pU=p+\kappa X\), which removes the field from the kinetic term. Since \([a,X]=1\), \(U^\dagger aU=a+i\kappa x\). Therefore

\[
\begin{aligned}
H_D=U^\dagger H_CU
&=H_0+\omega(a^\dagger-i\kappa x)(a+i\kappa x)\\
&=H_0+\omega a^\dagger a+i\omega\kappa x(a^\dagger-a)+\omega\kappa^2x^2 .
\end{aligned}
\]

The spectra of \(H_C\) and \(H_D\) coincide. In the numerical test their five lowest energies agree within \(10^{-7}\) hartree at each of the three main couplings.

Now let \(P\) project on the matter levels \(|0\rangle\) and \(|1\rangle\). The operators \(PH_CP\) and \(PH_DP\) need not be equivalent, because \(U\) contains \(x\), which connects the doublet to higher levels: \(U\) does not commute with \(P\).

## Position and momentum weigh high levels differently

With \(\omega_{jk}=E_j-E_k\), the commutator \([H_0,x]=-ip\) gives

\[
p_{jk}=i\omega_{jk}x_{jk}.
\]

Inside the doublet, \(x_{10}\) is large, roughly the distance from the centre to a well, but \(p_{10}\) carries the small factor \(\omega_{10}\). For a higher level the position element is smaller and the frequency much larger.

At first order, the ground state with no photon acquires a component on \(|j,1\text{ photon}\rangle\). Dividing each coupling by the energy \(\omega_{j0}+\omega\) gives the magnitudes

\[
c_j^{C}=\frac{\kappa\,\omega_{j0}|x_{j0}|}{\omega_{j0}+\omega},
\qquad
c_j^{D}=\frac{\kappa\,\omega|x_{j0}|}{\omega_{j0}+\omega}.
\]

For \(\omega\ll\omega_{j0}\), the Coulomb amplitude tends to \(\kappa|x_{j0}|\): the large denominator is cancelled by the large momentum element. The dipole amplitude is smaller by \(\omega/\omega_{j0}\).

## What the Coulomb projection discards

The term \(\kappa^2X^2/2\) does not act on the matter, so bare projection keeps it in full on both levels. The high levels that would largely compensate it are removed.

The size of the compensation follows from \([x,p]=i\). Inserting a complete set of levels in its expectation value in level \(k\), and using \(p_{kj}=-i\omega_{jk}x_{kj}\), gives

\[
i=\sum_j(x_{kj}p_{jk}-p_{kj}x_{jk})
=2i\sum_j\omega_{jk}|x_{jk}|^2 .
\]

Hence

\[
\sum_{j\ne k}\frac{2|p_{jk}|^2}{\omega_{jk}}=1 .
\]

Define \(f=2\omega_{10}x_{10}^2\). From level 0, the transition to level 1 contributes \(f\), so the levels \(j\ge2\) contribute \(1-f\). From level 1, the downward transition contributes \(-f\), so the higher levels contribute \(1+f\).

For a slow cavity and weak coupling, second-order elimination of the high levels, with \(\omega\) neglected in the denominators, adds

\[
-\kappa^2X^2\sum_{j\ge2}\frac{|p_{jk}|^2}{\omega_{jk}}
=-\tfrac12\kappa^2X^2
\begin{cases}1-f,&k=0,\\1+f,&k=1.\end{cases}
\]

Parity forbids a second-order term connecting 0 with 1. Adding \(\kappa^2X^2/2\) leaves \(+f\kappa^2X^2/2\) on level 0 and \(-f\kappa^2X^2/2\) on level 1. With \(\sigma_z=|1\rangle\langle1|-|0\rangle\langle0|\) and \(\eta=\kappa x_{10}\), the correct quadratic term is

\[
-\tfrac12f\kappa^2\sigma_zX^2=-\omega_{10}\eta^2\sigma_zX^2 .
\]

The bare projection has the wrong size on level 0 (unless \(f=1\)) and the wrong sign on level 1.

The consequence can be read from the field alone. Write \(a=(Q+i\Pi)/\sqrt2\), so that \(X^2=2Q^2\). Up to a constant,

\[
\omega a^\dagger a+\tfrac12\kappa^2X^2
=\tfrac12\omega\Pi^2+\tfrac12(\omega+2\kappa^2)Q^2,
\]

which is an oscillator of frequency \(\omega\sqrt{1+2\kappa^2/\omega}\). The truncated model stiffens the mode on both levels. In the full model, for \(f<1/2\), the high levels cancel most of this quadratic term on level 0 and more than cancel it on level 1. The stiffening is set by the ratio

\[
\frac{\kappa^2}{2\omega}=\frac{\eta^2}{f}\,\frac{\omega_{10}}{\omega}.
\]

The absolute error vanishes as \(\eta\to0\), but a small ratio does not by itself make the truncation accurate. Off resonance, the shifts caused by the cavity are also of order \(\kappa^2\), so a wrong quadratic term can spoil them even at weak coupling. The tunnelling gap is affected too: in the photon vacuum, where \(\langle X^2\rangle=1\), the correct quadratic term changes it by \(-2\omega_{10}\eta^2\), whereas the bare term, equal on both levels, does not change it at this order.

## How large the errors are

Take \(a_0=3\) bohr and \(B=1\) hartree. The splitting is \(\omega_{10}=0.01716\) hartree (0.467 eV), against \(\omega_{21}=0.601\) hartree. The position elements are \(|x_{10}|=2.657\) and \(|x_{21}|=0.935\) bohr; the momentum elements are \(|p_{10}|=0.0456\) and \(|p_{21}|=0.562\) atomic units. Leaving the doublet is thus about three times weaker than staying in it when measured by \(x\), but twelve times stronger when measured by \(p\).

For \(\omega=\omega_{10}\), the table gives the largest error among the four lowest transition energies from the ground state, in units of \(\omega\). The reference is the converged many-level diagonalization of this one-mode model.

| \(\eta\) | \(\kappa^2/(2\omega)\) | dipole | Coulomb |
|---|---|---|---|
| 0.1 | 0.041 | 0.00008 | 0.12 |
| 0.5 | 1.03 | 0.0022 | 2.4 |
| 1.0 | 4.13 | 0.0075 | 6.3 |

At \(\eta=1\) the stiffened frequency is \(\omega\sqrt{1+4\times4.13}=4.19\,\omega\). The Coulomb projection indeed has transitions at 0.97, 4.21, 5.13 and 8.43 \(\omega\), close to one matter excitation, one stiff photon, their sum, and two stiff photons. The full values are 0.149, 0.911, 1.298 and 2.077 \(\omega\); the dipole projection gives 0.148, 0.915, 1.301 and 2.085 \(\omega\). Beyond this range the dipole projection keeps a small absolute error (\(0.04\,\omega\) at \(\eta=2\), \(0.075\,\omega\) at \(\eta=3\)), but the strongly reduced first gap is no longer accurate in relative terms: it is 11% too small at \(\eta=2\) and 44% too small at \(\eta=3\).

A small population outside the doublet does not guarantee a small energy error. At \(\eta=0.5\) the full Coulomb-gauge ground state has 1.3% of its weight there, against 0.0012% in dipole gauge. But level 3 lies at \(\omega_{30}=0.871\) hartree, or \(51\,\omega\), and \(0.013\times51\approx0.66\): the energy scale of this small admixture is comparable with a cavity photon.

Adding matter levels cures the Coulomb calculation slowly. At \(\eta=0.5\), its error falls from \(2.4\,\omega\) with two levels to \(0.73\,\omega\) with four, \(0.035\,\omega\) with six and \(0.0095\,\omega\) with eight. Eight levels in Coulomb gauge are still less accurate here than two in dipole gauge.

## What to use instead

The direct remedy is to project \(H_D\). With \(\sigma_x=|1\rangle\langle0|+|0\rangle\langle1|\), \(PxP=x_{10}\sigma_x\). If \(x^2\) is replaced by \((PxP)^2=x_{10}^2\), the result is the quantum Rabi model plus a constant:

\[
H_R=\tfrac12\omega_{10}\sigma_z+\omega a^\dagger a
+i\omega\eta\sigma_x(a^\dagger-a)+\omega\eta^2 .
\]

The full projection \(Px^2P\) is also diagonal, by parity, but its two entries differ. Apart from a constant, it replaces \(\omega_{10}\) in \(H_R\) by

\[
\delta=\omega_{10}+\omega\kappa^2\left(\langle x^2\rangle_1-\langle x^2\rangle_0\right).
\]

The dipole errors in the table use this version. At \(\eta=0.5\), the Rabi model has an error of \(0.011\,\omega\), five times larger. For a slow cavity and moderate coupling it is better to keep \(Px^2P\): its high-level part is of order \(\omega\kappa^2|x_{jk}|^2\), while the omitted virtual transitions are smaller by roughly \(\omega/\omega_{jk}\).

If a Coulomb-like form is needed, the transformation should be made inside the two-level space. Let \(T=e^{i\eta\sigma_xX}\). Repeating the earlier displacement with \(\kappa x\to\eta\sigma_x\) gives \(H_R=\omega_{10}\sigma_z/2+T^\dagger\omega a^\dagger aT\). Because \(\sigma_z\) anticommutes with \(\sigma_x\), \(T\sigma_zT^\dagger=e^{2i\eta\sigma_xX}\sigma_z\). With \(\sigma_y=-i|1\rangle\langle0|+i|0\rangle\langle1|\), so that \(\sigma_x\sigma_z=-i\sigma_y\),

\[
TH_RT^\dagger=\omega a^\dagger a+\frac{\omega_{10}}2
\left[\sigma_z\cos(2\eta X)+\sigma_y\sin(2\eta X)\right].
\]

Expansion to second order gives the linear term \(\omega_{10}\eta\sigma_yX\), which equals \(-\kappa PpPX\), and the quadratic term \(-\omega_{10}\eta^2\sigma_zX^2\) found by eliminating the high levels. At \(\eta=0.05\), substituting this quadratic term for the bare one lowers the error from \(0.031\,\omega\) to \(0.0008\,\omega\). The expansion is for weak coupling only: on level 1 the coefficient of \(Q^2\) is \(\omega/2-2\omega_{10}\eta^2\), which becomes negative at resonance for \(\eta>1/2\). The trigonometric form has no such instability.

Simply deleting \(\kappa^2X^2/2\) is not a general remedy. The remaining coupling has strength \(\omega_{10}\eta\), whereas the Rabi coupling has strength \(\omega\eta\). At resonance they agree, and phase rotations of the mode and the two-level system make the Hamiltonians equivalent apart from a constant. At \(\omega=3\omega_{10}\) the coupling is three times too weak. For \(\eta=0.5\) the error is then \(0.17\,\omega\), against \(0.008\,\omega\) for the dipole projection.

Observables must be transformed with the Hamiltonian. The Coulomb-gauge photon number \(a^\dagger a\), for example, becomes \((a^\dagger-i\kappa x)(a+i\kappa x)\) in dipole gauge.

## Where the preference reverses

Dipole truncation relies on \(\omega\ll\omega_{jk}\) for transitions out of the doublet, and on a coupling \(\omega\kappa|x_{jk}|\), enhanced by the field amplitude, that stays small compared with those gaps. A fast cavity violates the first condition. Virtual transitions then contribute approximately

\[
-\frac{\omega^2\kappa^2|x_{jk}|^2}{\omega+\omega_{jk}}
\longrightarrow-\omega\kappa^2|x_{jk}|^2
\qquad(\omega\gg|\omega_{jk}|),
\]

which cancels the high-level part of \(\omega\kappa^2x^2\). Projection keeps that part and discards its cancellation, the same kind of fault as in Coulomb gauge with a slow cavity. In Coulomb gauge the omitted terms are now of order \(\kappa^2|p_{jk}|^2/\omega\). They are harmless to the doublet when the coupling is weak enough to keep them well below the tunnelling splitting.

For \(\omega=5\) hartree and \(\kappa=0.1\) bohr\(^{-1}\), the full first gap is 0.01697 hartree. Coulomb projection gives 0.01716 hartree, about 1% too high; dipole projection gives 0.0375 hartree, more than twice the full value. The latter can be traced. With \(\langle x^2\rangle_1-\langle x^2\rangle_0=8.004-7.484=0.520\) bohr\(^2\),

\[
\delta=0.01716+5\times0.1^2\times0.520=0.0432\ \text{hartree}.
\]

For \(\delta\ll\omega\), the trigonometric form averaged over the photon vacuum multiplies this by \(\langle\cos2\eta X\rangle=e^{-2\eta^2}\), because \(X\) is Gaussian with unit variance. Here \(\eta=0.1\times2.657=0.266\), the factor is 0.868, and the product is 0.0375 hartree, as found. The Rabi and trigonometric forms, which start from \(\omega_{10}\) instead of \(\delta\), give \(0.01716\times0.868=0.0149\) hartree, 12% too low: better than keeping \(Px^2P\) here, but still worse than the Coulomb projection.

The choice of gauge for a truncated model should therefore follow the size of the discarded couplings relative to their energy denominators. For a cavity near the tunnelling resonance, that favours dipole gauge. The numerical output below lists the individual transitions and convergence data. The couplings are model values. For one electron in vacuum \(\kappa^2=2\pi/(\omega V)\), so \(\eta=1\) at resonance needs a mode volume \(V\approx2600\) bohr\(^3\), about \(2\times10^{-11}\) cubic wavelengths, and the fast-cavity example needs \(V\approx126\) bohr\(^3\), a cube narrower than the distance between the wells; a uniform transverse mode is then an idealization. These results concern one uniform, lossless mode; further modes, spatial variation of the field and dissipation require their own checks.

## Computed values

```
well half-separation = 3.0 bohr; barrier = 1.0 hartree
doublet splitting w10 = 0.0171566 hartree = 0.46685 eV
w21 = 0.600994 hartree; w30 = 0.871467 hartree
|x10|, |x21|, |x30| = 2.65687 0.93522 0.64557 bohr
|p10|, |p21|, |p30| = 0.04558 0.56206 0.56259 a.u.
<x^2> in levels 0, 1 = 7.48408 8.00435 bohr^2
oscillator strength f10 = 0.242215 (dimensionless)
high-level sums from 0, 1 = 0.757785, 1.242215 (dimensionless)
resonant cavity: wc = w10; transition rows are (E1..E4 - E0)/wc
eta = 0.1; kappa = 0.037638 1/bohr; kappa^2/(2 wc) = 0.04129
  full:        0.90045 1.10022 1.85918 2.14134
  dipole PHP:  0.90046 1.10025 1.85924 2.14142
  Coulomb PHP: 0.93739 1.14201 1.98011 2.25809
  max errors/wc: dipole 0.000079, Coulomb 0.120927, Rabi 0.000359
eta = 0.5; kappa = 0.188191 1/bohr; kappa^2/(2 wc) = 1.03214
  full:        0.51980 1.33303 1.46946 2.22259
  dipole PHP:  0.51980 1.33405 1.47043 2.22476
  Coulomb PHP: 0.94912 2.31520 3.16707 4.62587
  max errors/wc: dipole 0.002166, Coulomb 2.403275, Rabi 0.010862
eta = 1.0; kappa = 0.376383 1/bohr; kappa^2/(2 wc) = 4.12856
  full:        0.14923 0.91096 1.29801 2.07747
  dipole PHP:  0.14821 0.91493 1.30108 2.08492
  Coulomb PHP: 0.97157 4.21323 5.12893 8.42547
  max errors/wc: dipole 0.007450, Coulomb 6.348003, Rabi 0.016624
dipole leakage, eta=0.01: full 2.21167e-09, first order 2.21055e-09
coulomb leakage, eta=0.01: full 5.79429e-06, first order 5.79456e-06
leakage at eta=0.5: dipole 1.16698e-05, Coulomb 1.29117e-02
eta=0.05 error/wc: Coulomb PHP 0.030898, repaired quadratic 0.000793
eta=1 trig-Coulomb versus Rabi difference/wc = 3.24e-14
eta=0.5, 2 matter levels: errors/wc dipole 2.166e-03, Coulomb 2.403e+00
eta=0.5, 4 matter levels: errors/wc dipole 3.863e-05, Coulomb 7.289e-01
eta=0.5, 6 matter levels: errors/wc dipole 1.053e-06, Coulomb 3.525e-02
eta=0.5, 8 matter levels: errors/wc dipole 1.315e-08, Coulomb 9.522e-03
wc=3*w10, eta=0.5 errors/wc: dipole 0.007970, Coulomb without A^2 0.174727
fast cavity: wc = 5.0 hartree, kappa = 0.1 1/bohr
  first gap: full 0.0169717, dipole 0.0374857, Coulomb 0.0171566 hartree
```
